# Tr ln(1 + Q) from a Cholesky Factor: Cost and Rounding Error

## What goes wrong without it

A random-phase-approximation (RPA) correlation energy, when evaluated as a frequency integral, needs $\mathrm{Tr}\ln(1+Q)$ at every point of a frequency grid. The literal route diagonalizes $1+Q$ and sums the logarithms of its eigenvalues. It computes a whole spectrum to obtain one number, and its leading operation count is four times that of a Cholesky factorization.

A second difficulty affects both routes. The energy contains $\mathrm{Tr}\ln(1+Q)-\mathrm{Tr}\,Q$, and at high frequency these two terms nearly cancel. For the water molecule treated below, direct subtraction at 1000 hartree leaves a relative error of roughly $10^{-6}$ to $10^{-4}$ in the difference, depending on the rounding ($9\times10^{-6}$ with Cholesky and $6\times10^{-5}$ with eigenvalues in the run tabulated below). The Cholesky factor already contains what is needed to avoid this loss.

## The matrix and the energy

Hartree atomic units are used. The system has a closed shell and real orbitals; $i,j$ label occupied and $a,b$ virtual spatial orbitals. The gaps $\Delta_{ia}=\varepsilon_a-\varepsilon_i$ are assumed positive. There are $N$ pairs $ia$ and $n$ auxiliary functions $P$.

Let $V_{PR}=(P|R)$ be the Coulomb metric of the auxiliary basis, assumed positive definite, and $C_{P,ia}=(P|ia)$. Density fitting replaces the integrals $(ia|jb)$ by $K=C^TV^{-1}C$. With $V=GG^T$ and $B=G^{-1}C$,

$$K=C^TG^{-T}G^{-1}C=B^TB .$$

Direct RPA treats the pair excitations as coupled harmonic oscillators. Its squared excitation energies $\Omega_\nu^2$ are the eigenvalues of

$$M=\Delta^2+4\Delta^{1/2}K\Delta^{1/2},$$

where $\Delta$ is the diagonal matrix of gaps. The correlation energy is the shift in zero-point energy, less its part of first order in $K$:

$$E_c=\tfrac12\sum_\nu\Omega_\nu-\tfrac12\sum_{ia}\Delta_{ia}-\mathrm{Tr}\,K .\tag{1}$$

The last term follows from $\delta\,\mathrm{Tr}\,M^{1/2}=\frac12\mathrm{Tr}(M^{-1/2}\delta M)$. At $K=0$ this is $\frac12\mathrm{Tr}(\Delta^{-1}4\Delta^{1/2}K\Delta^{1/2})=2\,\mathrm{Tr}\,K$, and half of it is $\mathrm{Tr}\,K$. Equation (1) is taken here as the definition of the direct-RPA correlation energy.

To turn (1) into a frequency integral, use

$$\int_0^\infty\ln\frac{\omega^2+\Omega^2}{\omega^2+\Delta^2}\,d\omega=\pi(\Omega-\Delta).$$

Both sides vanish at $\Omega=\Delta$, and their derivatives with respect to $\Omega$ agree because $\int_0^\infty 2\Omega/(\omega^2+\Omega^2)\,d\omega=\pi$. Summing over modes,

$$\tfrac12\Big(\sum_\nu\Omega_\nu-\sum_{ia}\Delta_{ia}\Big)=\frac1{2\pi}\int_0^\infty\ln\frac{\det(\omega^2+M)}{\det(\omega^2+\Delta^2)}\,d\omega .$$

Define

$$X_{P,ia}=B_{P,ia}\sqrt{\frac{4\Delta_{ia}}{\Delta_{ia}^2+\omega^2}} .$$

Multiplying $\omega^2+M$ on both sides by $(\omega^2+\Delta^2)^{-1/2}$ gives $1+X^TX$, since diagonal matrices commute. The ratio of determinants is therefore $\det(1+X^TX)$.

This $N\times N$ determinant equals an $n\times n$ one. If $X^TXv=\lambda v$ with $\lambda\ne0$, then $XX^T(Xv)=\lambda Xv$ and $Xv\neq0$. The same argument runs backwards, so $X^TX$ and $XX^T$ share their nonzero eigenvalues with multiplicity. Zero eigenvalues contribute factors of one. With

$$Q=XX^T,\qquad Q_{PR}(\omega)=4\sum_{ia}\frac{B_{P,ia}\,\Delta_{ia}\,B_{R,ia}}{\Delta_{ia}^2+\omega^2},$$

the determinant is $\det(1+Q)$. Finally, $\int_0^\infty4\Delta/(\Delta^2+\omega^2)\,d\omega=2\pi$, so $\frac1{2\pi}\int_0^\infty\mathrm{Tr}\,Q\,d\omega=\mathrm{Tr}\,K$. Hence

$$E_c=\frac1{2\pi}\int_0^\infty F(\omega)\,d\omega,\qquad F=\ln\det(1+Q)-\mathrm{Tr}\,Q .\tag{2}$$

For any real vector $x$, $x^TQx=\|X^Tx\|^2\ge0$. Thus $Q$ is positive semidefinite, and every eigenvalue of $A=1+Q$ is at least one.

## From the trace to the Cholesky diagonal

Write $A=U\Lambda U^T$ with $U$ orthogonal. The logarithm of $A$ is defined by $\ln A=U(\ln\Lambda)U^T$, so

$$\mathrm{Tr}\ln A=\sum_k\ln\lambda_k=\ln\prod_k\lambda_k=\ln\det A .$$

Now seek a lower triangular $L$ with positive diagonal and $A=LL^T$. Comparing entries column by column gives

$$L_{PP}^2=A_{PP}-\sum_{K<P}L_{PK}^2,\qquad
L_{RP}=\frac{A_{RP}-\sum_{K<P}L_{RK}L_{PK}}{L_{PP}}\quad(R>P).\tag{3}$$

The right-hand sides contain known quantities, so $L$ is unique provided that no square root fails. To see that none does, split off the first row and column:

$$A=\begin{pmatrix}a&b^T\\ b&D\end{pmatrix},\qquad S=D-\frac{bb^T}{a}.$$

Here $a\ge1$, and $S$ is the matrix that remains to be factorized after the first column. For a vector $y$ choose $t=-b^Ty/a$. Then

$$\begin{pmatrix}t\\y\end{pmatrix}^{\!T}\!A\begin{pmatrix}t\\y\end{pmatrix}
=at^2+2t\,b^Ty+y^TDy=y^TDy-\frac{(b^Ty)^2}{a}=y^TSy .$$

Because $A$ has no eigenvalue below one, the left side is at least $t^2+\|y\|^2\ge\|y\|^2$. So $S$ has no eigenvalue below one either, and the argument repeats. Every pivot $L_{PP}^2$ is at least one.

The determinant of a triangular matrix is the product of its diagonal, so $\det A=(\det L)^2=\prod_PL_{PP}^2$ and

$$\boxed{\mathrm{Tr}\ln(1+Q)=2\sum_P\ln L_{PP}} .\tag{4}$$

A small case can be done by hand:

$$Q=\begin{pmatrix}3&2\\2&4\end{pmatrix},\quad
1+Q=\begin{pmatrix}4&2\\2&5\end{pmatrix},\quad
L=\begin{pmatrix}2&0\\1&2\end{pmatrix}.$$

Equation (4) gives $2(\ln2+\ln2)=\ln16=2.7726$. The pivots are 4 and 4, while the eigenvalues are 2.4384 and 6.5616. Their products agree; the individual numbers do not. Pivots also depend on the order of the basis functions: exchanging the two functions gives pivots 5 and $16/5$. They should not be read as screening strengths of physical modes.

## Keeping accuracy at high frequency

When $\omega$ is much larger than all gaps, $Q$ falls as $\omega^{-2}$. Expanding the logarithm,

$$F=-\tfrac12\mathrm{Tr}\,Q^2+\tfrac13\mathrm{Tr}\,Q^3-\dots,$$

so $F$ falls as $\omega^{-4}$. Storing $1+Q_{PP}$ in double precision, however, makes an absolute error of order $u=2^{-53}\approx1.1\times10^{-16}$, however small $Q_{PP}$ is. The relative error of $F$ thus grows roughly as $\omega^4$.

The cure is to remove $\mathrm{Tr}\,Q$ algebraically. Define

$$s_P=Q_{PP}-\sum_{K<P}L_{PK}^2 .\tag{5}$$

By (3), $L_{PP}^2=1+s_P$, and since pivots are at least one, $s_P\ge0$. Substitute $Q_{PP}=s_P+\sum_{K<P}L_{PK}^2$ into the trace:

$$F=\sum_P\ln(1+s_P)-\sum_PQ_{PP}
=\sum_P\big[\ln(1+s_P)-s_P\big]-\sum_P\sum_{K<P}L_{PK}^2 .\tag{6}$$

Since $\ln(1+s)\le s$, every contribution is nonpositive and the final sum has no cancellation.

Two details matter. First, $s_P$ should be computed from the stored $Q_{PP}$ by (5). Computing it as $L_{PP}^2-1$ gives it an absolute error of order $u$. In (6) this error is multiplied by the slope $-s_P/(1+s_P)$ of the bracket, so $F$ is off by order $u\,\mathrm{Tr}\,Q$ and its relative error grows roughly as $\omega^2$. That is much milder than the $\omega^4$ of direct subtraction (between $3\times10^{-13}$ and $2\times10^{-11}$ at 1000 hartree for the water molecule below, depending on the orthonormalization of the auxiliary basis), but (5) avoids it at no extra cost. The off-diagonal elements of $L$ are safe, because rounding $1+Q_{PP}$ changes the divisors in (3) by a relative amount of order $u$.

Second, the bracket cancels when $s$ is small. For $|s|<0.05$ use

$$\ln(1+s)-s\simeq\sum_{k=2}^{16}\frac{(-1)^{k+1}s^k}{k}.$$

The first omitted term, relative to $s^2/2$, is $2s^{15}/17<4\times10^{-21}$. At $s=0.05$ and above, direct evaluation with a `log1p` function amplifies rounding by at most about $0.05/0.0012\approx40$.

```
input:  B[n,N], gap[N], frequency w
X[P,ia] = B[P,ia] * sqrt(4*gap[ia]/(gap[ia]^2 + w^2))
Q       = X * transpose(X)
L       = cholesky(1 + Q)          # stop if a pivot is <= 0
F = 0
for P = 1..n:
    r = sum over K < P of L[P,K]^2
    s = Q[P,P] - r                 # not L[P,P]^2 - 1
    stop if s is negative beyond rounding
    F = F + log1p_minus(s) - r     # series for |s| < 0.05
return F

# if Tr ln(1+Q) itself is wanted: 2 * sum of log(L[P,P])
```

If (4) is used, add the logarithms instead of taking the logarithm of the product. The product $\prod_PL_{PP}^2=\det A$ overflows in double precision once $\ln\det A$ exceeds about 709.

## Cost

Count each addition, subtraction, multiplication, division and square root as one operation. In (3), an element in column $j$ needs $j-1$ multiplications, $j-1$ subtractions and one division or root: $2j-1$ in all. Row $i$ therefore costs $\sum_{j=1}^i(2j-1)=i^2$, and the factorization costs

$$\sum_{i=1}^ni^2=\frac{n(n+1)(2n+1)}6\simeq\frac{n^3}3 .$$

Diagonalization first reduces $A$ to tridiagonal form by Householder reflections $H=1-\beta vv^T$, with $\beta=2/(v^Tv)$. Let $D$ be the remaining block, of size $m$, and set $p=\beta Dv$. Then

$$HDH=D-vp^T-pv^T+\beta(v^Tp)vv^T=D-vw^T-wv^T,\qquad w=p-\tfrac\beta2(v^Tp)v .$$

The product $Dv$ takes about $2m^2$ operations. The update changes about $m^2/2$ elements of one triangle, with four operations each, which is another $2m^2$. Summing $4m^2$ over $m$ gives $4n^3/3$. Finding the eigenvalues of the tridiagonal matrix adds a cost of order $n^2$, if the number of iterations per eigenvalue does not grow with $n$. Eigenvectors add further $n^3$ work and are not needed for the trace.

Both algorithms were run on numbers that count their own operations. For $n=18$ the counts were 2109 and 8688; the cubic coefficients extracted from four sizes were 0.333333 and 1.333333.

Elapsed time need not follow these counts. For $n=800$ the library routines took 16.2 ms for Cholesky, 68.6 ms for eigenvalues and 180.6 ms with eigenvectors. The ratios to Cholesky are 4.2 and 11.1; for $n=400$ they are 3.2 and 7.4. These figures belong to one machine and one run. Doubling $n$ raised the Cholesky time by a factor of 5.2, not 8, so these sizes do not yet show cubic scaling in time.

Building one triangle of $Q$ costs about $n^2N$ operations, which is $3N/n$ times the Cholesky count. For water below, with $N=95$ and $n=84$, this ratio is 3.4. In units of the Cholesky cost, one frequency then takes $3.4+1=4.4$ with Cholesky and $3.4+4=7.4$ with eigenvalues. The whole step gains a factor of about 1.7 in operations, less than the factor of four for the logarithm alone. The extra work in (5) and (6) is of order $n^2$.

## Rounding error

Suppose a computation gives the logarithm of the determinant of $A+E$ instead of $A$. For small $E$,

$$\ln\det(A+E)-\ln\det A=\ln\det(1+A^{-1}E)=\mathrm{Tr}(A^{-1}E)+O(E^2).\tag{7}$$

**Cholesky.** Let $L$ now be the computed factor, and define $E=LL^T-A$. Each subtraction in (3) can be written as

$$t_K(1+\delta_K)=t_{K-1}-L_{RK}L_{PK}(1+\eta_K),\qquad |\delta_K|,|\eta_K|\le u,$$

with $t_0=A_{RP}$. Solving for $t_{K-1}$ and substituting repeatedly expresses $A_{RP}$ as a sum of products $L_{RK}L_{PK}$. Each carries at most $n+1$ factors of the form $1+O(u)$, including those from the final division or square root. Rounding the diagonal of $1+Q$ adds one more. To first order in $u$,

$$|E_{RP}|\le(n+2)u\sum_K|L_{RK}||L_{PK}|\le(n+2)u\sqrt{A_{RR}A_{PP}} .$$

The last step is the Cauchy–Schwarz inequality, since row $P$ of $L$ has squared length $A_{PP}$ to leading order. With (7),

$$|\delta\ln\det A|\le(n+2)u\sum_{PR}|A^{-1}_{PR}|\sqrt{A_{PP}A_{RR}} .\tag{8}$$

**Eigenvalues.** Orthogonal transformations preserve lengths, so rounding errors made along the way are not amplified. The computed eigenvalues belong to $A+E'$ with $\|E'\|\le c_nu\|A\|$, where $\|\cdot\|$ is the largest singular value and $c_n$ grows modestly with $n$. Evaluating (7) in the eigenvectors of $A$,

$$|\delta\ln\det A|\le\sum_k\frac{\|E'\|}{\lambda_k}\le c_nu\,\|A\|\,\mathrm{Tr}\,A^{-1}.\tag{9}$$

The numerical values below take $c_n=n$ as a working estimate. They also add to (8) and (9) an allowance $nu\sum_P(|\ln A_{PP}|+1)$ for evaluating and adding the logarithms.

**Where the routes differ.** Write $A_{PR}=\sqrt{A_{PP}}\,H_{PR}\sqrt{A_{RR}}$, so that $H$ has unit diagonal. The sum in (8) becomes $\sum_{PR}|H^{-1}_{PR}|$. Large differences in scale between basis functions drop out of it, whereas (9) contains the largest eigenvalue of $A$.

A random $20\times20$ model shows the effect. It uses $Q_{PR}=\sigma_PC_{PR}\sigma_R$, where now $C$ is a matrix with unit diagonal and eigenvalues of at least 0.5, and the scales $\sigma_P$ run from 1 to $10^5$ in shuffled order. The exact trace is 230.292. The absolute error is $4.0\times10^{-14}$ with Cholesky and $1.7\times10^{-10}$ with eigenvalues, several thousand times larger in this draw. The Cholesky figure is about one spacing of double-precision numbers near 230 ($2.8\times10^{-14}$), so the ratio itself has no general meaning; the program asserts only that it exceeds 100. The corresponding bounds are $6.7\times10^{-13}$ and $2.0\times10^{-5}$; the second is very pessimistic here, though in other draws the eigenvalue error reaches about 2% of it. The eigenvalue error also depends on the order of the functions. With the same library routine and the scales sorted from large to small, both routes are about equally accurate; sorted from small to large, the eigenvalue error is millions of times larger. The Cholesky bound (8) does not depend on the order.

## Water

The molecule has O–H distances of 0.96 Å and an angle of 104.5°. Hartree–Fock orbitals in the cc-pVDZ basis give 5 occupied and 19 virtual orbitals, hence $N=5\times19=95$ pairs. The auxiliary basis cc-pVDZ-RI has $n=84$ functions. All electrons are correlated, and the gaps run from 0.678 to 24.695 hartree.

At $\omega=0$ the largest eigenvalue of $Q$ is 1.215, so $A$ is well conditioned. Equation (4) gives 4.631986, and

$$F(0)=4.631986-5.489801=-0.857815 .$$

Against a 40-digit eigenvalue sum, the absolute error of the trace is $3.4\times10^{-18}$ with Cholesky and $1.8\times10^{-15}$ with eigenvalues. The first figure is luck: adjacent double-precision numbers near 4.6 are $8.9\times10^{-16}$ apart. The error carried by the factor itself, with its logarithms taken to 40 digits, is $3.8\times10^{-16}$, as (7) predicts from the residual $E$. The bounds are $1.8\times10^{-12}$ and $2.5\times10^{-12}$. Over other orthonormalizations of the auxiliary basis the error stays within about 4 units of the last digit with Cholesky and about 20 with eigenvalues. Both are negligible, and cost is the practical difference.

At higher frequencies the errors of the direct subtraction are listed below, measured as differences from $F$ of (6) and divided by $|F|$. Since (6) is itself evaluated in double precision, the Cholesky entry at 1 hartree is only a difference at the level of rounding.

| $\omega$ (hartree) | $F$ | Cholesky | eigenvalues |
|---:|---:|---:|---:|
| 1 | $-5.25\times10^{-1}$ | $9\times10^{-16}$ | $1.5\times10^{-14}$ |
| 10 | $-3.77\times10^{-3}$ | $2\times10^{-13}$ | $5\times10^{-13}$ |
| 100 | $-1.26\times10^{-6}$ | $8\times10^{-10}$ | $6\times10^{-9}$ |
| 1000 | $-1.34\times10^{-10}$ | $9\times10^{-6}$ | $6\times10^{-5}$ |

In the last row the absolute Cholesky error is $9.3\times10^{-6}\times1.34\times10^{-10}\approx1.2\times10^{-15}$. At 100 hartree it is about $1.0\times10^{-15}$. The absolute error stays within about an order of magnitude of $10^{-15}$ while $F$ shrinks. The entries are single realizations of rounding error: another orthonormalization of the auxiliary basis leaves $F$ unchanged but can move an entry by a factor of ten. Equation (6) at 1000 hartree differs from the power series in $Q$ by a relative $2\times10^{-16}$.

The integral (2) uses Gauss–Legendre points $x$ on $(-1,1)$, mapped by

$$\omega=\omega_0\frac{1+x}{1-x},\qquad \frac{d\omega}{dx}=\frac{2\omega_0}{(1-x)^2},$$

with $\omega_0=2$ hartree and 48 points. The highest node lies at 3253 hartree. The largest weight, including $1/2\pi$, is 1329 hartree, so an error of $10^{-15}$ in $F$ there becomes about $1.3\times10^{-12}$ hartree. The energies from direct subtraction and from (6) differ by $1.3\times10^{-12}$ hartree; the estimate fixes only the order of magnitude, and the match of digits is accidental. Of more weight is that 99% of the summed absolute node errors come from above 100 hartree. This is harmless for the present energy. It grows with the quadrature weights, and it matters sooner if the tail of $F$ is itself to be analysed.

The result is

$$E_c=-0.231294\ \text{hartree}=-6.2938\ \text{eV}.$$

Equation (1), which uses neither a logarithm nor a frequency grid, gives the same energy to the twelve decimals printed. This agreement checks the algebra and the quadrature. It does not measure the errors of the orbital basis, of density fitting or of the RPA, which both calculations share. These are far larger than the digits shown: exact two-electron integrals in cc-pVDZ give $-0.231412$ hartree, a shift of $1.2\times10^{-4}$, and the cc-pVTZ and cc-pVQZ bases give $-0.328$ and $-0.388$ hartree. The value above is a test number for this basis, not the converged RPA correlation energy of water.

## Failure modes

**A nonpositive pivot.** In exact arithmetic this means that $1+Q$ is not positive definite, contrary to the assumptions. Check the signs of the gaps, the factor in $Q$ and the symmetry of the matrix. Replacing a bad pivot by its absolute value hides the fault.

**A successful factorization of a wrong matrix.** Cholesky requires $1+Q$ to be positive definite, not $Q$ to be positive semidefinite. Even $s_P\ge0$ for all $P$ does not prove the latter. For

$$Q=\begin{pmatrix}1&1\\1&\tfrac12\end{pmatrix}$$

the pivots of $1+Q$ are 2 and 1, yet $\det Q=-\frac12$. A clearly negative $s_P$ proves an error; its absence does not exclude one.

**A zero gap.** The factor $4\Delta/(\Delta^2+\omega^2)$ becomes $4/\Delta$ at $\omega=0$ and diverges as the gap closes. The derivation above does not cover that limit. On a grid that avoids $\omega=0$ nothing fails visibly: the factor becomes a peak of width $\Delta$ that the nodes miss. If all water gaps are shifted down at fixed $B$ so that the smallest is 0.03, 0.01 or 0.001 hartree, the 48-point grid above (lowest node $1.2\times10^{-3}$ hartree) departs from (1) by $2\times10^{-9}$, $5\times10^{-7}$ and $4\times10^{-4}$ hartree. Small-gap systems need nodes well below the smallest gap.

**A nearly dependent auxiliary basis.** Then $V=GG^T$ may fail, or $B$ may be inaccurate, before $Q$ exists. An accurate logarithm cannot repair this.

**Blaming the eigenvalue solver for the high-frequency loss.** The loss comes from taking logarithms of numbers near one, the pivots or eigenvalues of $1+Q$, each of which carries an absolute error of order $u$, and then subtracting $\mathrm{Tr}\,Q$. Diagonalizing $Q$ itself and summing $\ln(1+q_k)-q_k$ with the series above is also accurate. An error of order $u\|Q\|$ in $q_k$ is multiplied by the slope $-q_k/(1+q_k)$, giving at most order $u\|Q\|^2$, while $F$ is itself of second order in $Q$. The two stable routes agreed to a relative $10^{-11}$ or better at all four tabulated frequencies. If the eigenvalues are wanted for another purpose, this is the form to use; for the energy alone, (6) needs fewer operations.

The numerical check accompanying this note covers the identity, the operation counts, the error formulas and the water energy.

## Values computed for the example and the checks

```
2x2 Q: [[3.0, 2.0], [2.0, 4.0]]
2x2 Cholesky factor L: [[2.0, 0.0], [1.0, 2.0]]
2x2 squared diagonal of L: [4. 4.]
2x2 eigenvalues of 1+Q: [2.438447 6.561553]
2x2 Tr ln(1+Q), Cholesky: 2.7725887222
2x2 Tr ln(1+Q), eigenvalues: 2.7725887222
Counted matrix sizes n: [6, 10, 14, 18]
Cholesky operations: [91, 385, 1015, 2109]
Householder reduction operations: [364, 1592, 4196, 8688]
Coefficient of n^3, Cholesky: 0.333333
Coefficient of n^3, Householder: 1.333333
n=400 time in ms: Cholesky 3.10, eigenvalues 10.0, with eigenvectors 22.9
n=400 time ratio to Cholesky: eigenvalues 3.2, with eigenvectors 7.4
n=800 time in ms: Cholesky 16.24, eigenvalues 68.6, with eigenvectors 180.6
n=800 time ratio to Cholesky: eigenvalues 4.2, with eigenvectors 11.1
Water: O-H 0.96 angstrom, angle 104.5 degrees
Orbitals: 5 occupied, 19 virtual; pairs 95; auxiliary functions 84
Hartree-Fock energy: -76.026654 hartree
Orbital gaps: 0.6781 to 24.6954 hartree
w=0: largest eigenvalue of Q 1.214992
w=0: Tr Q 5.4898009347
w=0: Tr ln(1+Q), Cholesky 4.631986277816
w=0: Tr ln(1+Q), eigenvalues 4.631986277816
w=0: Tr ln(1+Q), 40-digit reference 4.6319862778164369066
w=0: Tr ln(1+Q), coupling integral 4.631986277816
w=0: error, Cholesky 3.4e-18, eigenvalues 1.8e-15
w=0: error bound, Cholesky 1.8e-12, eigenvalues 2.5e-12
w=0: factor error, predicted 3.800924e-16, actual 3.800924e-16
Scaled model: n=20, scales 1 to 100000
Scaled model: Tr ln(1+Q) 230.2923398181
Scaled model: error, Cholesky 4.0e-14, eigenvalues 1.7e-10
Scaled model: bound, Cholesky 6.7e-13, eigenvalues 2.0e-05
F = Tr ln(1+Q) - Tr Q; relative errors of direct subtraction:
w=1 hartree: F -5.250858e-01, Cholesky 8.9e-16, eigenvalues 1.5e-14
w=10 hartree: F -3.766152e-03, Cholesky 2.1e-13, eigenvalues 5.2e-13
w=100 hartree: F -1.258919e-06, Cholesky 8.3e-10, eigenvalues 5.9e-09
w=1000 hartree: F -1.337260e-10, Cholesky 9.3e-06, eigenvalues 5.6e-05
w=1000 hartree: F from power series -1.337260e-10
w=1000 hartree: relative error of split formula 2.2e-16
Quadrature: 48 points, scale 2.0 hartree, highest node 3252.7 hartree
Largest weight, including 1/(2 pi): 1329.1 hartree
E_c, split Cholesky: -0.231294149663 hartree = -6.293834 eV
E_c, eigenvalues of Q: -0.231294149663 hartree
E_c, direct Cholesky subtraction: -0.231294149664 hartree
E_c, RPA excitation energies: -0.231294149663 hartree
Direct minus split: -1.3e-12 hartree
Share of summed node errors above 100 hartree: 0.9893
```
